# Optimum insulator thickness for depinning a metal-semiconductor contact

A metal contacts a lightly doped n-type semiconductor through an insulating layer of thickness $t$. The layer separates the semiconductor from the metal states that pin its Fermi level, but electrons must tunnel through it. The problem is to find the thickness of least contact resistance, and the conditions under which such a thickness exists.

All energies are electron energies, in joules inside formulas. At the semiconductor surface the conduction edge $E_C$ lies above the Fermi level $E_F$ by the barrier $\Phi_B=E_C-E_F>0$. The charge neutrality level $E_{\rm CNL}$, up to which the gap states are filled when neutral, lies at a fixed depth $\Phi_{\rm CNL}=E_C-E_{\rm CNL}$. The metal work function minus the semiconductor affinity is $\Phi_{SM}$, and $\Delta=\Phi_{\rm CNL}-\Phi_{SM}$. The insulator conduction edge lies $U$ above $E_C$. One effective mass $m$ serves for semiconductor and insulator, and the elementary charge is $e>0$.

## (a) How does the gap-state density depend on thickness?

**Question.** Metal states with energies in the semiconductor gap leak through the insulator. Find how their density at the semiconductor surface varies with $t$.

**Solution.** At a depth $w$ below $E_C$ and for zero transverse momentum, the wave function in the insulator obeys $\psi''=\kappa^2\psi$ with $\kappa=\sqrt{2m(U+w)}/\hbar$, so that

$$\psi(x)=a\,e^{-\kappa x}+b\,e^{\kappa x},\qquad 0<x<t .$$

In the semiconductor gap the state decays as $e^{-qx}$. Matching $\psi'/\psi=-q$ at $x=t$ gives

$$b\,e^{\kappa t}=\frac{\kappa-q}{\kappa+q}\,a\,e^{-\kappa t},\qquad
\psi(t)=\frac{2\kappa}{\kappa+q}\,a\,e^{-\kappa t}.$$

The amplitude $a$ is fixed at the metal side, where $b/a\propto e^{-2\kappa t}$. Once this ratio is small, $a$ no longer depends on $t$, and $|\psi(t)|^2\propto e^{-2\kappa t}$. States with transverse momentum $k_\parallel$ have $k_\parallel^2$ added to $\kappa^2$ and decay faster; this is neglected here and estimated in (h). With one representative decay constant $\kappa_g$, the density per area and energy is

$$D(t)=D_0e^{-2\kappa_g t}.$$

Using this law down to $t=0$ is a model assumption. A tight-binding chain shows its quality. Take a metal at its band centre, insulator sites raised by three hopping energies, and a gapped semiconductor whose site energies alternate between $+0.5$ and $-0.5$ hopping energies, starting with $+0.5$. The insulator equation gives $2\cosh(\kappa a_0)=3$ for site spacing $a_0$, hence a logarithmic decay of $2\,\mathrm{arccosh}(1.5)=1.925$ per layer. The surface density obtained by inverting the chain Hamiltonian decays by 1.925 between seven and eight layers, but by 1.830 between one and two and by only 1.303 between zero and one, about 32% less than the asymptotic value. Normalized to the bare contact, the law then underestimates the density behind several layers by a factor of about 2. If the semiconductor starts with the $-0.5$ site, the first step is 2.251 and the density is about 0.6 of the law. The exponent is reliable for thick layers, but the prefactor need not equal the density of the bare contact.

## (b) What is the barrier?

**Question.** Let the bare contact have a dipole layer of thickness $\delta$ and permittivity $\varepsilon_\delta$, to which the insulator of permittivity $\varepsilon_i$ is added. Neglect depletion charge. Find $\Phi_B(t)$.

**Solution.** Take $D$ constant in energy between $E_{\rm CNL}$ and $E_F$. The surface charge density is

$$\sigma=-eD(E_F-E_{\rm CNL})=-eD(\Phi_{\rm CNL}-\Phi_B).$$

With no field in the semiconductor, Gauss's law gives a displacement $-\sigma$ in the layers, directed along $x$ from metal to semiconductor. The electrostatic potential therefore changes by $\sigma(\delta/\varepsilon_\delta+t/\varepsilon_i)$ from metal to semiconductor. Multiplication by $-e$ gives the rise in electron energy. With $\ell=\varepsilon_i\delta/\varepsilon_\delta$,

$$\Phi_B=\Phi_{SM}+g(\Phi_{\rm CNL}-\Phi_B),\qquad g=\frac{e^2D(t)(\ell+t)}{\varepsilon_i}.$$

Collecting $\Phi_B$ and defining $S=1/(1+g)$,

$$\Phi_B=\frac{\Phi_{SM}+g\Phi_{\rm CNL}}{1+g}=\Phi_{SM}+\Delta(1-S).$$

Strong pinning is $S\to0$; an unpinned contact has $S\to1$. For $\Delta>0$, depinning lowers the barrier.

The thickness enters $g$ twice: fewer states remain, but their charge acts over a longer lever arm. With $g_0=e^2D_0\ell/\varepsilon_i$,

$$g=g_0\left(1+\frac t\ell\right)e^{-2\kappa_gt},\qquad
-\frac{d\ln g}{dt}=2\kappa_g-\frac1{\ell+t}\equiv\gamma(t).$$

If $\ell<1/(2\kappa_g)$, then $\gamma(0)<0$ and a very thin insertion strengthens the pinning before a thicker one weakens it.

## (c) What is the contact resistivity?

**Question.** Assume thermionic emission over the semiconductor barrier, followed by tunnelling through the insulator. Find the zero-bias resistivity $\rho$.

**Solution.** Let $E_z$ and $E_\parallel$ be the normal and transverse kinetic energies above $E_C$. Transverse momentum is conserved, so for equal masses

$$\kappa^2=\frac{2m(U-E_z-E_\parallel)}{\hbar^2}+k_\parallel^2=\frac{2m(U-E_z)}{\hbar^2}.$$

The transverse energy cancels. Thermal electrons have $E_z\sim kT\ll U$, so for $\kappa_Tt\,kT/U\ll1$ the decay exponent is close to $2\kappa_Tt$ with $\kappa_T=\sqrt{2mU}/\hbar$. The transmission is modelled as $e^{-2\kappa_Tt}$; its unit prefactor is an assumption, examined in (h).

Each transverse mode contributes $2e^2/h$ times its thermally averaged transmission, the 2 counting spin. Since $d^2k_\parallel/(2\pi)^2=m\,dE_\parallel/(2\pi\hbar^2)$, and since $-\partial f/\partial E\simeq e^{-(\Phi_B+E_z+E_\parallel)/kT}/kT$ for $\Phi_B\gg kT$, the conductance per area is

$$\frac1\rho=\frac{2e^2}{h}\frac{m}{2\pi\hbar^2}\,e^{-2\kappa_Tt}\int_0^\infty\!\!\int_0^\infty\frac{e^{-(\Phi_B+E_z+E_\parallel)/kT}}{kT}\,dE_z\,dE_\parallel .$$

The double integral is $kT\,e^{-\Phi_B/kT}$, and $m/(2\pi\hbar^2)=2\pi m/h^2$. Hence

$$\rho=\frac{k}{eA^*T}\exp\left(\frac{\Phi_B}{kT}+2\kappa_Tt\right),\qquad A^*=\frac{4\pi emk^2}{h^3}.$$

This fails for heavy doping, where electrons tunnel through the depletion region and the barrier no longer enters as $e^{\Phi_B/kT}$.

## (d) Where is the resistivity stationary?

**Question.** Derive the stationarity condition and decide which stationary points are minima.

**Solution.** Since $dg/dt=-\gamma g$,

$$\frac{dS}{dt}=-\frac{1}{(1+g)^2}\frac{dg}{dt}=\frac{\gamma g}{(1+g)^2}=\gamma S(1-S).$$

The barrier contributes $-(\Delta/kT)\,dS/dt$ to the slope of $\ln\rho$, so

$$\frac{d\ln\rho}{dt}=2\kappa_T-\frac{\Delta}{kT}\gamma S(1-S).$$

A stationary point therefore satisfies

$$\boxed{\;\gamma S(1-S)=\frac{2\kappa_TkT}{\Delta}\;}$$

For the second derivative use $\gamma'=1/(\ell+t)^2$ and $d[S(1-S)]/dt=(1-2S)\gamma S(1-S)$:

$$\frac{d^2\ln\rho}{dt^2}=-\frac{\Delta}{kT}S(1-S)\left[\gamma'+\gamma^2(1-2S)\right].$$

At a stationary point $(\Delta/kT)S(1-S)=2\kappa_T/\gamma$, and the curvature becomes

$$C=2\kappa_T\left[\gamma(2S-1)-\frac{1}{\gamma(\ell+t)^2}\right].$$

For $\Delta>0$ a stationary point has $\gamma>0$. It is a minimum if $C>0$, which requires $S>1/2$: the optimum lies on the weakly pinned side.

## (e) Can the optimum be written in closed form?

**Question.** Hold the lever arm at $\ell$, so that $g=g_0e^{-2\kappa_gt}$. Solve for the optimum and state when it is useful.

**Solution.** Now $\gamma=2\kappa_g$ and $\gamma'=0$. The condition is the quadratic $S(1-S)=\eta$ with

$$\eta=\frac{\kappa_TkT}{\kappa_g\Delta},\qquad S_\pm=\frac{1\pm\sqrt{1-4\eta}}2 .$$

The curvature is $4\kappa_T\kappa_g(2S-1)$, so $S_*=S_+$ is the minimum and $S_-$ a maximum. From $g=(1-S)/S$,

$$t_*=\frac1{2\kappa_g}\ln\frac{g_0S_*}{1-S_*}.$$

With the exponential transmission law of (c), three conditions must hold for $\Delta>0$:

- A minimum needs $\eta<1/4$, or $\Delta>4kT\kappa_T/\kappa_g$. Otherwise the barrier never falls fast enough to pay for the tunnelling.
- It must lie at $t_*>0$, which needs $g_0>(1-S_*)/S_*$. A contact already more weakly pinned than this is best left bare.
- It must beat the bare contact, whose value is $S_0=1/(1+g_0)$:

$$\frac{\Delta}{kT}(S_*-S_0)>2\kappa_Tt_* .$$

Two opposing exponentials thus do not by themselves guarantee a useful insertion. If $\Delta\le0$, both terms in the slope are non-negative here, and $t=0$ is best.

For $\eta\ll1$, $S_*\simeq1-\eta$, so that

$$t_*\simeq\frac{1}{2\kappa_g}\ln\frac{g_0}{\eta},\qquad \Delta(1-S_*)\simeq kT\frac{\kappa_T}{\kappa_g}.$$

The best contact is not fully depinned. A pinning contribution of order $kT$ remains in the barrier, on top of $\Phi_{SM}$, because removing it would cost more in tunnelling than it gains in emission.

## (f) What changes when the lever arm grows?

**Question.** Restore the factor $1+t/\ell$ and give a way to compute the optimum.

**Solution.** At given $\gamma$, the condition in (d) is again a quadratic, with $\eta$ replaced by $\eta_t=2\kappa_TkT/[\gamma(t)\Delta]$. Solving $g=(1-S)/S$ for the exponential gives

$$t=\frac1{2\kappa_g}\ln\left[g_0\left(1+\frac t\ell\right)\frac{S}{1-S}\right],\qquad S=\frac{1+\sqrt{1-4\eta_t}}2 .$$

Inserting a trial $t$ on the right yields the next one. The logarithm makes the right side vary slowly when $2\kappa_g(\ell+t)\gg1$ and $\eta_t$ is well below $1/4$.

For $\Delta>0$, since $\gamma<2\kappa_g$ and $S(1-S)\le1/4$, the inequality $\Delta>4kT\kappa_T/\kappa_g$ remains necessary for a minimum, but it does not guarantee one. For $\Delta<0$ the condition in (d) can be met only where $\gamma<0$, that is, for $\ell+t<1/(2\kappa_g)$. There a thicker layer strengthens the pinning, which now lowers the barrier.

## (g) What does a numerical case give?

**Question.** Evaluate the optimum for the round model parameters $T=300$ K, $m=0.30\,m_e$, $U=1.00$ eV, $\Phi_{SM}=0.25$ eV, $\Phi_{\rm CNL}=0.65$ eV, $D_0=4\times10^{18}\ \mathrm{m^{-2}\,eV^{-1}}$, $\delta=0.30$ nm, and relative permittivities 4 for the dipole layer and 9 for the insulator. How large must $\Delta$ be?

**Solution.** Here $kT=0.02585$ eV, $\Delta=0.40$ eV and $\ell=(9/4)(0.30)=0.675$ nm. The tunnelling constant is $\kappa_T=2.806\ \mathrm{nm^{-1}}$. For nearly complete depinning, the charged states lie between depths $\Phi_{SM}$ and $\Phi_{\rm CNL}$. Evaluating $\kappa_g$ at the mean depth, 0.45 eV, gives

$$\kappa_g=\kappa_T\sqrt{1.45}=3.379\ \mathrm{nm^{-1}}.$$

Since $1/(2\kappa_g)=0.148$ nm is less than $\ell$, pinning weakens from the start. The bare contact has $g_0=5.43$ and $S_0=1/6.43=0.156$.

With a constant lever arm,

$$\eta=\frac{2.806\times0.02585}{3.379\times0.40}=0.0537,\quad S_*=0.943,\quad
t_*=\frac{\ln(5.43\times0.943/0.057)}{6.758\ \mathrm{nm^{-1}}}\simeq0.67\ \mathrm{nm}.$$

With the growing lever arm, the iteration from $t=0$ gives 0.624, 0.742, 0.757 and 0.759 nm. The optimum is $t_*=0.76$ nm with $S_*=0.936$. The longer lever arm demands about 0.09 nm more insulator. The remaining pinning contribution is $0.40(1-0.936)\simeq0.026$ eV, so $\Phi_B=0.276$ eV, and

$$\rho=7.97\times10^{-13}\,\exp\left(\frac{0.2756}{0.02585}+4.26\right)\simeq2.4\times10^{-6}\ \Omega\,\mathrm{m^2},$$

or $2.4\times10^{-2}\ \Omega\,\mathrm{cm^2}$. The table shows the balance.

| $t$ (nm) | $S$ | $\Phi_B$ (eV) | $\rho$ ($\Omega\,\mathrm{m^2}$) |
|---|---|---|---|
| 0 | 0.156 | 0.588 | $6.0\times10^{-3}$ |
| 0.50 | 0.756 | 0.347 | $9.1\times10^{-6}$ |
| 0.75 | 0.933 | 0.277 | $2.4\times10^{-6}$ |
| 1.00 | 0.985 | 0.256 | $4.4\times10^{-6}$ |
| 2.00 | 1.000 | 0.250 | $9.5\times10^{-4}$ |

Relative to the bare contact, the barrier falls by 0.312 eV. This gains $0.312/0.02585\simeq12.1$ in the exponent, and tunnelling costs 4.3. The net improvement is a factor of about $2.5\times10^3$ in this model. Beyond about 1.5 nm almost nothing is left to gain from the barrier, and the resistance grows essentially as $e^{2\kappa_Tt}$.

The curvature at the optimum is $C=29\ \mathrm{nm^{-2}}$. An error of 0.1 nm should therefore raise $\rho$ by $\exp(29\times0.01/2)\simeq1.16$. Direct evaluation gives 1.18 for a layer too thin and 1.13 for one too thick, so erring on the thick side costs less.

To find the thresholds under the exponential transmission law, vary $\Delta$ with the other constants in $g$, $\kappa_T$ and $T$ fixed. The constant-lever formula requires $\Delta>4kT\kappa_T/\kappa_g=0.086$ eV. With the growing arm, numerical maximization of $\gamma S(1-S)$ shows that a local minimum appears above 0.101 eV. Equating its resistivity to that of the bare contact by root finding gives 0.120 eV. Between these two values a local minimum exists, yet the bare contact is better.

## (h) How robust is the result?

**Question.** Examine the transmission law, the neglected charges and the continuum description.

**Solution.** First replace $e^{-2\kappa_Tt}$ by the exact transmission of a rectangular barrier, with a metal band bottom 5 eV below $E_C$ and the same mass $m$ in the metal, averaged thermally by quadrature. At $t_*$ its logarithmic slope is 0.953 of $2\kappa_T$. Two effects account for the size of this deficit.

Electrons above the edge decay more slowly, $\kappa\simeq\kappa_T(1-E_z/2U)$, and the transmission starts as $\sqrt{E_z}$. The average then varies as $e^{-2\kappa_Tt}(1/kT-\kappa_Tt/U)^{-3/2}$, which lowers the slope by a fraction

$$\frac{3}{4}\frac{kT/U}{1-\kappa_Tt\,kT/U}\simeq0.02 .$$

Also, the inverse transmission has the form $\alpha\cosh^2\kappa t+\beta\sinh^2\kappa t$ with $\alpha,\beta\ge0$. Its leading exponential is corrected by a factor $1+c\,e^{-2\kappa t}$, where $c=2(\alpha-\beta)/(\alpha+\beta)\le2$. With $e^{-2\kappa_Tt_*}=0.014$, this lowers the slope by up to about 3%.

The comparison with the bare contact is more sensitive. The exact mean transmission at $t_*$ is 0.056 of its value at $t=0$, against 0.014 from the simple exponential. The bare junction already reflects electrons through its velocity mismatch. In this band model the advantage of insertion is thus about four times larger than in (g).

The thresholds in $\Delta$ do not survive this change. The exact transmission of a rectangular barrier has zero slope at $t=0$, so the tunnelling cost begins as $t^2$, whereas the barrier falls linearly in $t$ if $\Delta>0$ and $\gamma(0)>0$. Some insertion then always lowers $\rho$, although the gain depends strongly on $\Delta$. With the constants of (g), it is about 5% at $\Delta=0.04$ eV, where the formal optimum of 0.10 nm is thinner than an atomic layer, and a factor of 2.2 at $\Delta=0.10$ eV, where the optimum is 0.45 nm. The thresholds in (e) to (g) belong to the exponential law, which charges the full tunnelling cost from the first increment of thickness.

A fuller calculation lets each gap state decay at its own energy, includes the depletion charge of $10^{22}\ \mathrm{m^{-3}}$ donors in a semiconductor of relative permittivity 12, and uses thermally averaged semiclassical (WKB) tunnelling through the tilted barrier. Numerical minimization again gives $t_*=0.76$ nm, with $\rho=2.0\times10^{-6}\ \Omega\,\mathrm{m^2}$, some 17% below the simple result. The location of the optimum is less sensitive to these corrections than the resistivity. It is more sensitive to the form of $D(t)$. Keep $D_0$ and the transmission law of (c), but match the gap states at depth 0.45 eV exactly to the metal band used above, with a parabolic decay in the semiconductor. At normal incidence alone this gives $t_*=0.81$ nm. Summing over transverse momentum reduces the density at 0.76 nm to about a third of the exponential law and gives $t_*=0.63$ nm with $\rho=1.0\times10^{-6}\ \Omega\,\mathrm{m^2}$. Image forces are omitted throughout; with these donors they lower the barrier of the bare contact by about 0.02 eV, a factor of about 2 in its resistivity.

Interface traps of constant density $D_{it}$, taken to share the neutrality level $E_{\rm CNL}$, do not disappear with thickness. They add $g_{it}=e^2D_{it}(\ell+t)/\varepsilon_i$ to $g$, and the barrier then falls at the rate

$$-\frac{d\Phi_B}{dt}=\Delta\,\frac{\gamma g-g_{it}/(\ell+t)}{(1+g+g_{it})^2}.$$

Both the subtraction and the larger denominator reduce the return on added thickness where the barrier is falling, so the optimum becomes thinner. Adding $10^{16}\ \mathrm{m^{-2}\,eV^{-1}}$ to the fuller calculation moves it to 0.74 nm and raises $\rho$ to $2.9\times10^{-6}\ \Omega\,\mathrm{m^2}$, about 43% above the trap-free value.

A layer of 0.76 nm is only a few atomic spacings thick. Its thickness is not continuously adjustable, and its band edge and permittivity need not equal those of a thick film. The parabolic law for $\kappa$ also overestimates the decay of the gap states when their depth $U+w$ is not small compared with the insulator gap. The formulas therefore estimate the scale of the optimum and its trends. A particular interface requires its own electronic structure.
